# Why thickness-dependent oxidation smooths a nonuniform oxide film on silicon: a numerical check

```python
"""Smoothing of a nonuniform oxide film by thickness-dependent growth.

Result under test: if every site grows as dx/dt = F(x), a small thickness
difference delta obeys delta(t) = delta(0) * F(X(t)) / F(X(0)), where X is
the reference thickness. Parabolic growth shrinks delta; linear growth keeps it.
The local law needs a lateral wavelength long compared with X.

Symbols: A, B linear-parabolic constants; C, L amplitude and decay length of the
thin-film rate enhancement; ell = A/2 = diffusivity / reaction constant;
alpha = silicon thickness consumed per oxide thickness; q = 2 pi / wavelength.
Units: nm and h. Concentrations are relative to the value at the oxide surface.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

A, B, C, L = 100.0, 5000.0, 100.0, 10.0
alpha = 0.44
X0, delta0 = 5.0, 1.0
ell = A / 2

laws = {
    "linear": lambda x: B / A + 0.0 * x,
    "parabolic": lambda x: B / (2 * x),
    "linear-parabolic": lambda x: B / (A + 2 * x),
    "thin-regime": lambda x: B / (A + 2 * x) + C * np.exp(-x / L),
    "accelerating": lambda x: (B / A) * (1 + x / 50.0),
}


def grow(rate, start, duration):
    """Integrate dx/dt = rate(t, x) for one site."""
    sol = solve_ivp(rate, (0.0, duration), [start], method="DOP853",
                    rtol=1e-10, atol=1e-11)
    assert sol.success
    return sol.y[0, -1]


print(f"A = {A:.0f} nm, B = {B:.0f} nm^2/h, B/A = {B/A:.0f} nm/h")
print(f"C = {C:.0f} nm/h, L = {L:.0f} nm, alpha = {alpha:.2f}, ell = {ell:.0f} nm")
print(f"reference start = {X0:.1f} nm, initial difference = {delta0:.1f} nm")

# Thin and thick sites integrated separately, compared with the linearised law.
print("accelerating law: rate = (B/A)(1 + x/50 nm)")
for name, F in laws.items():
    print(f"{name}: initial rate = {F(X0):.2f} nm/h")
    for target in (20.0, 200.0):
        duration = quad(lambda x: 1 / F(x), X0, target, epsabs=1e-12)[0]
        thin = grow(lambda t, x: F(x), X0 - delta0 / 2, duration)
        thick = grow(lambda t, x: F(x), X0 + delta0 / 2, duration)
        measured = thick - thin
        predicted = delta0 * F(target) / F(X0)
        # Allowance is for terms beyond first order in the finite difference.
        assert abs(measured / predicted - 1) < 3e-3, (name, measured, predicted)
        print(f"  X = {target:.0f} nm: t = {duration:.4f} h, rate = {F(target):.2f}"
              f" nm/h, difference = {measured:.4f} nm, linearised {predicted:.4f} nm")

# Large difference: exact invariant, with constant and with falling gas supply.
F = laws["linear-parabolic"]
low0, high0, duration = 5.0, 25.0, 2.0
print(f"large difference: sites {low0:.0f} and {high0:.0f} nm, {duration:.0f} h")
supplies = {"constant supply": lambda t: 1.0,
            "supply factor 1/(1 + t/1 h)": lambda t: 1 / (1 + t)}
for name, supply in supplies.items():
    low = grow(lambda t, x: supply(t) * F(x), low0, duration)
    high = grow(lambda t, x: supply(t) * F(x), high0, duration)
    before = (high0 - low0) * (A + high0 + low0)
    after = (high - low) * (A + high + low)
    assert abs(after / before - 1) < 1e-7
    print(f"  {name}: {low:.3f} and {high:.3f} nm, difference {high-low:.3f} nm,"
          f" invariant {before:.1f} -> {after:.1f} nm^2")

# A lasting difference in local rate is a source, not an initial condition.
eps = 0.02
print(f"rate nonuniformity = {100*eps:.0f} %, equal starting thickness {X0:.0f} nm")
for name in ("linear", "parabolic", "linear-parabolic"):
    F = laws[name]
    for target in (20.0, 200.0):
        duration = quad(lambda x: 1 / F(x), X0, target, epsabs=1e-12)[0]
        slow = grow(lambda t, x: (1 - eps / 2) * F(x), X0, duration)
        fast = grow(lambda t, x: (1 + eps / 2) * F(x), X0, duration)
        predicted = eps * duration * F(target)
        assert abs((fast - slow) / predicted - 1) < 1e-3
        print(f"  {name}, X = {target:.0f} nm: difference = {fast-slow:.4f} nm")


def corrugated_film(a, b, X, ell, wavelength, n=64):
    """Finite-element diffusion; cosine amplitude of interface concentration."""
    s = np.linspace(0, wavelength / 2, n + 1)
    wave = np.cos(2 * np.pi * s / wavelength)
    top, bottom = a * wave, X + b * wave
    frac = np.linspace(0, 1, n + 1)
    px = np.repeat(s, n + 1)
    py = (top[:, None] + (bottom - top)[:, None] * frac).ravel()
    node = np.arange((n + 1) ** 2).reshape(n + 1, n + 1)
    p00, p10 = node[:-1, :-1].ravel(), node[1:, :-1].ravel()
    p01, p11 = node[:-1, 1:].ravel(), node[1:, 1:].ravel()
    tri = np.vstack([np.c_[p00, p10, p11], np.c_[p00, p11, p01]])
    x, y = px[tri], py[tri]
    gx = np.roll(y, -1, axis=1) - np.roll(y, -2, axis=1)
    gy = np.roll(x, -2, axis=1) - np.roll(x, -1, axis=1)
    twice_area = np.abs(np.sum(x * gx, axis=1))
    local = (gx[:, :, None] * gx[:, None, :] + gy[:, :, None] * gy[:, None, :])
    local /= 2 * twice_area[:, None, None]
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    # Reaction at the interface: outward gradient = -concentration / ell.
    edge = np.hypot(np.diff(s), np.diff(bottom))
    weight = np.zeros(n + 1)
    weight[:-1] += edge / 2
    weight[1:] += edge / 2
    interface = node[:, -1]
    K = coo_matrix((np.r_[local.ravel(), weight / ell],
                    (np.r_[rows, interface], np.r_[cols, interface])),
                   shape=(node.size, node.size)).tocsr()
    conc = np.zeros(node.size)
    conc[node[:, 0]] = 1.0
    free = node[:, 1:].ravel()
    rhs = -(K @ conc)[free]
    conc[free] = spsolve(K[free][:, free].tocsc(), rhs)
    trap = np.ones(n + 1)
    trap[[0, -1]] = 0.5
    return 2 / n * np.sum(trap * conc[interface] * wave)


def linear_response(a, b, X, ell, wavelength):
    q = 2 * np.pi / wavelength
    return (-ell * q * (b * np.cosh(q * X) - a)
            / ((X + ell) * (np.sinh(q * X) + ell * q * np.cosh(q * X))))


X, ripple = 20.0, 0.2
a_grown, b_grown = -(1 - alpha) * ripple, alpha * ripple
# Allowance is for mesh spacing and finite ripple height.
for length in (2.0, ell):
    for a, b in ((a_grown, b_grown), (0.0, ripple), (ripple, ripple)):
        for wavelength in (60.0, 200.0):
            numeric = corrugated_film(a, b, X, length, wavelength)
            formula = linear_response(a, b, X, length, wavelength)
            assert abs(numeric / formula - 1) < 5e-3, (length, a, b, wavelength,
                                                       numeric, formula)

print(f"wavelength test: X = {X:.0f} nm, ripple in thickness = {ripple:.1f} nm")
local_amplitude = -ripple * ell / (X + ell) ** 2
for wavelength in (1000.0, 200.0, 60.0):
    q = 2 * np.pi / wavelength
    R_numeric = corrugated_film(a_grown, b_grown, X, ell, wavelength) / local_amplitude
    R = (q * (X + ell) * (alpha * np.cosh(q * X) + 1 - alpha)
         / (np.sinh(q * X) + ell * q * np.cosh(q * X)))
    assert abs(R_numeric - R) < 1e-3, (wavelength, R_numeric, R)
    print(f"  wavelength {wavelength:.0f} nm: qX = {q*X:.4f}, R = {R:.4f},"
          f" finite elements {R_numeric:.4f}")
for wavelength in (1000.0, 60.0):
    conformal = corrugated_film(ripple, ripple, X, ell, wavelength)
    print(f"  conformal ripple, wavelength {wavelength:.0f} nm: interface"
          f" concentration amplitude / surface value = {conformal:.3e}")

print("OK")
```

Output:

```
A = 100 nm, B = 5000 nm^2/h, B/A = 50 nm/h
C = 100 nm/h, L = 10 nm, alpha = 0.44, ell = 50 nm
reference start = 5.0 nm, initial difference = 1.0 nm
accelerating law: rate = (B/A)(1 + x/50 nm)
linear: initial rate = 50.00 nm/h
  X = 20 nm: t = 0.3000 h, rate = 50.00 nm/h, difference = 1.0000 nm, linearised 1.0000 nm
  X = 200 nm: t = 3.9000 h, rate = 50.00 nm/h, difference = 1.0000 nm, linearised 1.0000 nm
parabolic: initial rate = 500.00 nm/h
  X = 20 nm: t = 0.0750 h, rate = 125.00 nm/h, difference = 0.2499 nm, linearised 0.2500 nm
  X = 200 nm: t = 7.9950 h, rate = 12.50 nm/h, difference = 0.0250 nm, linearised 0.0250 nm
linear-parabolic: initial rate = 45.45 nm/h
  X = 20 nm: t = 0.3750 h, rate = 35.71 nm/h, difference = 0.7857 nm, linearised 0.7857 nm
  X = 200 nm: t = 11.8950 h, rate = 10.00 nm/h, difference = 0.2200 nm, linearised 0.2200 nm
thin-regime: initial rate = 106.11 nm/h
  X = 20 nm: t = 0.2200 h, rate = 49.25 nm/h, difference = 0.4641 nm, linearised 0.4641 nm
  X = 200 nm: t = 11.6195 h, rate = 10.00 nm/h, difference = 0.0943 nm, linearised 0.0942 nm
accelerating: initial rate = 55.00 nm/h
  X = 20 nm: t = 0.2412 h, rate = 70.00 nm/h, difference = 1.2727 nm, linearised 1.2727 nm
  X = 200 nm: t = 1.5141 h, rate = 250.00 nm/h, difference = 4.5455 nm, linearised 4.5455 nm
large difference: sites 5 and 25 nm, 2 h
  constant supply: 64.127 and 75.000 nm, difference 10.873 nm, invariant 2600.0 -> 2600.0 nm^2
  supply factor 1/(1 + t/1 h): 42.293 and 55.442 nm, difference 13.149 nm, invariant 2600.0 -> 2600.0 nm^2
rate nonuniformity = 2 %, equal starting thickness 5 nm
  linear, X = 20 nm: difference = 0.3000 nm
  linear, X = 200 nm: difference = 3.9000 nm
  parabolic, X = 20 nm: difference = 0.1875 nm
  parabolic, X = 200 nm: difference = 1.9988 nm
  linear-parabolic, X = 20 nm: difference = 0.2679 nm
  linear-parabolic, X = 200 nm: difference = 2.3790 nm
wavelength test: X = 20 nm, ripple in thickness = 0.2 nm
  wavelength 1000 nm: qX = 0.1257, R = 0.9971, finite elements 0.9971
  wavelength 200 nm: qX = 0.6283, R = 0.9355, finite elements 0.9355
  wavelength 60 nm: qX = 2.0944, R = 0.6802, finite elements 0.6803
  conformal ripple, wavelength 1000 nm: interface concentration amplitude / surface value = -1.603e-05
  conformal ripple, wavelength 60 nm: interface concentration amplitude / surface value = -1.826e-03
OK
```
